# Proton content of a hydrated acceptor-doped perovskite from full site balance

## Problem

A perovskite ABO$_3$ contains $A$ fixed, singly charged acceptors per formula unit. When dry, it compensates their charge with oxygen vacancies. In water vapour it takes up water: the oxygen of the molecule fills a vacancy, and the two protons bind to two oxide ions. The reaction is

$$\mathrm{H_2O(gas)}+\text{vacancy}+\text{oxide ion}\;\rightleftharpoons\;2\ \text{hydroxide ions}.$$

Let $h$, $v$ and $o$ be the numbers of hydroxide ions, vacancies and oxide ions per formula unit. Each hydroxide ion carries one proton, so $h$ is also the proton content. The water activity is $a_w=p_w/(1\ \text{bar})$, the hydration constant is $K$, and $\kappa=Ka_w$.

Assume that the three species mix ideally and at random on the oxygen sites, that all acceptors are ionized and on the B site, that electrons and holes are negligible, and that the solid is in equilibrium with the vapour.

(a) Derive the mass-action law, with its site factors, by counting arrangements.

(b) Find $h$ as a function of $A$ and $\kappa$, and justify the choice of root.

(c) Evaluate $h$, $v$ and $o$ for $A=0.2$ and $\kappa=1$.

(d) Find the limits of weak and strong hydration. How much does $h$ change if the oxide-ion content is simply set to 3?

(e) For rough parameters of barium zirconate with 20% yttrium and a water pressure of 20 Torr, find the temperature at which $\kappa=1$. Convert the proton content to cm$^{-3}$ and estimate the effects that the model leaves out.

## Solution

### (a) Balances and mass action

Charges are counted relative to the undoped, defect-free crystal. An acceptor has charge $-1$. A hydroxide ion on an oxide site has charge $+1$, because OH$^-$ replaces O$^{2-}$. A vacancy has charge $+2$. Neutrality therefore requires

$$h+2v=A .$$

There are three oxygen sites per formula unit, each holding one of the three species:

$$h+v+o=3 .$$

Now take a crystal of $N$ formula units that has absorbed $n$ water molecules. The dry crystal has $AN/2$ vacancies. Each molecule creates two hydroxide ions, removes one vacancy and uses up one oxide ion in net terms: its own oxygen adds one oxygen to the lattice, but two oxygens end up as hydroxide. The numbers are thus

$$H=2n,\qquad V=\frac{AN}{2}-n,\qquad O=3N-H-V=3N-\frac{AN}{2}-n .$$

With random mixing, these can be arranged in $(3N)!/(H!\,V!\,O!)$ ways. Each absorbed molecule also contributes a constant factor, which contains the chemical potential of the vapour and the free energy of the reaction apart from the arrangement of sites. Call this factor $\kappa$. The statistical weight of the state with $n$ molecules is

$$W(n)=\frac{(3N)!}{H!\,V!\,O!}\,\kappa^n .$$

One more molecule changes $H$ to $H+2$, $V$ to $V-1$ and $O$ to $O-1$. Hence

$$\frac{W(n+1)}{W(n)}=\kappa\,\frac{V\,O}{(H+1)(H+2)} .$$

This ratio falls as $n$ grows, because the numerator shrinks and the denominator rises. The weight therefore has a single maximum, where the ratio passes through one. For large $N$ the 1 and 2 in the denominator are negligible beside $H$, and division by $N^2$ gives

$$h^2=\kappa\,v\,o,\qquad\text{or}\qquad K=\frac{h^2}{v\,o\,a_w}.$$

The second form identifies the constant factor as $\kappa=Ka_w$: it is proportional to the water activity, and $K$ is what remains. The value of $K$ is the same whether amounts per formula unit or site fractions are used. Passing to fractions divides both $h^2$ and $vo$ by $3^2$, and the nines cancel.

### (b) The proton content

The charge balance gives

$$v=\frac{A-h}{2}.$$

Inserting this in the site balance gives

$$o=3-h-\frac{A-h}{2}=\frac{6-2h-A+h}{2}=\frac{6-A-h}{2}.$$

The mass-action law becomes

$$4h^2=\kappa(A-h)(6-A-h).$$

The physical range is $0<h<A$, since neither $h$ nor $v$ can be negative. On this range, for $A<3$, the left side rises from zero, while the right side falls from a positive value to zero. They cross once, so there is one physical solution.

To find it, expand the product. The terms linear in $h$ are $-Ah-(6-A)h=-6h$, so

$$4h^2=\kappa\left[A(6-A)-6h+h^2\right].$$

With $q=A(6-A)$ and all terms on one side,

$$(4-\kappa)h^2+6\kappa h-\kappa q=0 .$$

For $\kappa\neq4$ the quadratic formula gives

$$h=\frac{-3\kappa\pm D}{4-\kappa},\qquad D=\sqrt{9\kappa^2+\kappa(4-\kappa)q}.$$

The number under the root is positive for every $\kappa>0$. Since $9-q=9-6A+A^2=(3-A)^2$,

$$D^2=\kappa^2(3-A)^2+4\kappa q>0 .$$

The lower sign gives $h=-(3\kappa+D)/(4-\kappa)$. For $\kappa<4$ this is negative. For $\kappa>4$ it is positive, but $D>\kappa(3-A)$ makes it larger than $\kappa(6-A)/(\kappa-4)$, which exceeds $6-A$ and hence $A$. The lower sign is excluded in both cases, and the upper sign must give the physical solution.

Multiply its numerator and denominator by $D+3\kappa$. The numerator becomes $D^2-9\kappa^2=\kappa(4-\kappa)q$, and the factor $4-\kappa$ cancels:

$$\boxed{\,h=\frac{\kappa A(6-A)}{3\kappa+\sqrt{9\kappa^2+\kappa(4-\kappa)A(6-A)}}\,}$$

This form also holds at $\kappa=4$. There the quadratic reduces to $6\kappa h=\kappa q$, so $h=q/6$, and the boxed formula gives $4q/(12+12)=q/6$ as well.

### (c) Numbers for $A=0.2$ and $\kappa=1$

Here $q=0.2\times5.8=1.16$, and the number under the root is $9+3\times1.16=12.48$. Therefore

$$h=\frac{1.16}{3+\sqrt{12.48}}=\frac{1.16}{3+3.5327}=0.1776 .$$

The proton content is about 0.178 per formula unit. The balances then give

$$v=\frac{0.2-0.17757}{2}=0.0112,\qquad o=3-0.17757-0.01122=2.811 .$$

Hydration has reached about 89% of its limit $h=A$. The absorbed water is $h/2=0.0888$ molecules per formula unit. Together with the remaining 0.0112 vacancies, this accounts for the 0.1 vacancies of the dry crystal.

A value $\kappa=1$ does not mean half hydration. The reaction needs one vacancy and one oxide ion, and oxide ions far outnumber the acceptors. Since $h$ cannot exceed $A=0.2$, $h^2$ is at most 0.04. With $o$ near 3, the product $vo$ can match so small a number only when few vacancies are left. At larger acceptor contents, $\kappa=1$ gives a smaller hydrated fraction.

The large-$N$ step in part (a) can be tested by averaging $H/N$ directly over the weights $W(n)$. For 20,000 formula units the sum gives $h=0.17757$, the same as the formula to the digits shown.

### (d) Limits and the fixed oxide-ion content

**Weak hydration.** As $\kappa\to0$, the terms in $\kappa^2$ under the root vanish faster than $4\kappa q$, so $D\to2\sqrt{\kappa q}$. The term $3\kappa$ in the denominator is also negligible, and

$$h\to\frac{\kappa q}{2\sqrt{\kappa q}}=\frac12\sqrt{\kappa A(6-A)} .$$

Few vacancies have been filled, and the proton content grows as the square root of the water pressure. The square root arises because each molecule supplies two protons.

**Strong hydration.** As $\kappa\to\infty$, $D\to\kappa(3-A)$, so

$$h\to\frac{\kappa A(6-A)}{3\kappa+\kappa(3-A)}=A .$$

All vacancies are filled, and the acceptor content sets the limit. For the approach to it, put $h=A$ everywhere in the mass-action law except in the small difference $A-h$. Then $4A^2\simeq\kappa(A-h)(6-2A)$, or

$$A-h\simeq\frac{2A^2}{\kappa(3-A)} .$$

**Oxide-ion content set to 3.** Keep the charge balance but replace $o$ by 3. The mass-action law becomes $h^2=3\kappa(A-h)/2$, or

$$2h^2+3\kappa h-3\kappa A=0 .$$

For $\kappa=1$ and $A=0.2$ the positive root is

$$h=\frac{-3+\sqrt{9+24\times0.2}}{4}=0.1787 .$$

This is 0.64% above the result with full site balance. The sign follows from the equation: the true $o$ is below 3, so the shortcut overstates the supply of oxide ions and hence the hydration.

The error in $o$ itself is much larger, since $3/2.811=1.067$. To see why so little of it reaches $h$, take the logarithm of $h^2=\kappa o(A-h)/2$ and vary $h$ and the product $\kappa o$:

$$2\,\frac{dh}{h}+\frac{dh}{A-h}=d\ln(\kappa o)
\quad\Rightarrow\quad
\frac{d\ln h}{d\ln(\kappa o)}=\frac{1}{2+h/(A-h)} .$$

With $A-h=2v=0.0224$, the ratio $h/(A-h)$ is about 7.9 and the sensitivity is about 0.10. Replacing $o$ by 3 raises $\ln o$ by 0.065, which thus raises $h$ by only about 0.65%. The nearness of saturation suppresses the error.

In the weak limit this protection is absent. There the shortcut gives $\sqrt{3\kappa A/2}$, which exceeds the full result by the factor $\sqrt{6/(6-A)}=1.017$, an error of 1.7% for $A=0.2$.

### (e) Yttrium-doped barium zirconate

Yttrium on the zirconium site is a singly charged acceptor, because Y$^{3+}$ replaces Zr$^{4+}$. Take as rough typical values a hydration enthalpy $\Delta H=-0.82$ eV and entropy $\Delta S=-0.95$ meV/K, both per water molecule, and a cubic cell edge of 0.42 nm. Then

$$K=\exp\left(-\frac{\Delta H-T\Delta S}{k_BT}\right).$$

Setting $Ka_w=1$ and taking the logarithm gives

$$-\frac{\Delta H}{k_BT}+\frac{\Delta S}{k_B}+\ln a_w=0
\quad\Rightarrow\quad
T=\frac{\Delta H}{\Delta S+k_B\ln a_w}.$$

A pressure of 20 Torr corresponds to $a_w=0.02666$, so $k_B\ln a_w=-0.312$ meV/K and

$$T=\frac{-820\ \text{meV}}{(-0.95-0.312)\ \text{meV/K}}\approx650\ \text{K}.$$

With one formula unit per cubic cell, the proton density is

$$\frac{0.17757}{(0.42\times10^{-7}\ \text{cm})^3}\approx2.4\times10^{21}\ \text{cm}^{-3}.$$

**Temperature and hydration constant.** Hydration releases heat, so $K$ falls on heating. At fixed water pressure, 50 K of cooling raises $\kappa$ to 3.39 and $h$ to 0.192. Heating by 50 K lowers $\kappa$ to 0.351 and $h$ to 0.153. At the original temperature, halving $K$ lowers $h$ by 8.5%, and doubling it raises $h$ by 5.6%. The rise is smaller because $h$ is approaching its limit.

**Holes.** A hole content $p$ changes the charge balance to $h+2v+p=A$. If holes do not occupy separate oxygen sites, $A$ is simply replaced by $A-p$. An assumed content of 0.001 per formula unit lowers $h$ by 0.45%.

**Yttrium on the barium site.** There Y$^{3+}$ replaces Ba$^{2+}$ and acts as a donor. If 5% of the yttrium is misplaced, 0.19 acceptors face 0.01 donors, and the net acceptor charge is 0.18. With three oxygen sites per formula unit retained, $h$ falls to 0.162, a change of $-9.0$%.

**Binding to yttrium.** Protons and vacancies are attracted to the negatively charged acceptors. An oxygen site has two B-site neighbours. For random occupation, the chance that neither is yttrium is $0.8^2=0.64$, so $3\times0.36=1.08$ sites per formula unit lie next to yttrium. Give all of these the same binding energies, roughly 0.3 eV for a proton and 0.4 eV for a vacancy, and let $\kappa=1$ refer to the other sites. At 650 K the Boltzmann factors are $b=213$ for protons and $c=1269$ for vacancies.

On the sites next to yttrium, the ratio $h/o$ is multiplied by $b$ and the ratio $v/o$ by $c$. The local value of $h^2/(vo)$ is therefore $\kappa b^2/c$, which is about 36. This local value overstates the overall effect. Nearly all protons and vacancies now sit on the sites next to yttrium, which hold only about a third of the oxide ions, so the overall $h^2/(vo)$ is about 11 rather than 36. For $b=213$, binding of both species favours hydration only when $b^2/c$ exceeds about 3; below that it lowers $h$. The present energies lie well above this threshold, and solving the two-class model gives $h=0.198$. Proton binding alone brings $h$ to 0.200 to three decimals, close to its limit. Vacancy binding alone lowers $h$ to 0.024, because it stabilizes the vacancies that water would fill.

These large and opposite shifts show which $K$ belongs in the boxed formula. It must be an effective constant, determined from water uptake at the same composition and temperature, so that binding is already averaged into it. In the two-class model the ratio of this effective constant to the far-site constant changes little with water activity (from 12.2 to 11.4 as $\kappa$ goes from $10^{-4}$ to 100 at 650 K) but strongly with temperature (33 at 500 K and 4.5 at 900 K, for $\kappa=1$). The binding shifts must not then be added again. A constant that describes sites far from the acceptors can fail badly in the simple formula.

**The real case.** Doped barium zirconate is used as a proton-conducting electrolyte, typically at several hundred degrees Celsius. The example temperature, roughly 380 °C, lies toward the cool side of that use, and in hotter operation at the same water pressure the model predicts fewer protons. Real ceramics can break the assumptions of random mixing and of yttrium on the zirconium site alone. For the rough inputs above, misplaced yttrium moves the result by $-9$%, and binding of both species by $+11$% if it is not already included in $K$. The rough hydration data matter at least as much. At 650 K, making $\Delta H$ less negative by 0.05 eV or 0.1 eV lowers $h$ by 11% or 27% and moves the temperature for $\kappa=1$ to 610 K or 570 K; making $\Delta S$ more negative by 0.1 meV/K lowers $h$ by 16%. The third decimal of 0.178 is therefore a property of the stated model. For a real sample the estimate is roughly 0.18 protons per formula unit, with an uncertainty of at least ten percent and considerably more on the downward side; the upper limit is $h=0.2$ if all the yttrium is on the zirconium site, and lower if some of it is misplaced.

## Calculated quantities

```
MAIN RESULT (amounts per formula unit)
acceptors A = 0.200
K times water activity = 1.000
A(6-A) = 1.1600
number under the root = 12.4800
square root = 3.53270
protons h = 0.17757
vacancies v = 0.01122
oxide ions o = 2.81122
check h^2/(v o) = 1.000000
h/A = 88.78 %
absorbed water h/2 = 0.08878
lattice sum, 20000 formula units: h = 0.17757
shortcut o = 3: h = 0.17871
shortcut error = +0.64 %
EXAMPLE (rough material values)
hydration enthalpy = -0.82 eV
hydration entropy = -0.95 meV/K
water pressure = 20.0 Torr
water activity = 0.02666
temperature for K a_w = 1: 649.6 K
thermal energy kT = 0.05598 eV
cell edge = 0.42 nm
proton density = 2.397e+21 cm^-3
NEGLECTED EFFECTS (h per formula unit, change in h)
50 K colder: K a_w = 3.392
50 K colder: h = 0.1922, +8.3 %
50 K hotter: K a_w = 0.351
50 K hotter: h = 0.1529, -13.9 %
K times 0.5: h = 0.1625, -8.5 %
K times 2.0: h = 0.1875, +5.6 %
assumed holes = 0.0010 per formula unit
with holes: h = 0.1768, -0.45 %
yttrium on barium site = 0.010 per formula unit
net acceptor charge = 0.180 per formula unit
misplaced yttrium: h = 0.1616, -9.0 %
oxygen sites next to yttrium = 1.080 per formula unit
proton binding = 0.30 eV, factor = 212.6
vacancy binding = 0.40 eV, factor = 1268.7
binding, proton: h = 0.2000, +12.6 %
binding, vacancy: h = 0.0242, -86.4 %
binding, both: h = 0.1976, +11.3 %
upper limit h = A: +12.6 %
```
